# Why equal-valence silver and gold solutes still give copper residual resistivity

## Question

Linde's rule says that a small atomic fraction \(c\) of solute raises the low-temperature resistivity of a metal by an amount \(\rho\) given by

\[
\frac{\rho}{c}=a+b\,(\Delta Z)^2 ,
\]

where \(\Delta Z\) is the solute valence minus the host valence. One argument for this is that conduction electrons scatter from the screened extra charge \(e\Delta Z\). Copper, silver and gold each supply one conduction electron per atom, so \(\Delta Z=0\). A silver or gold atom in copper should then look like another copper atom. Yet both solutes produce residual resistivity, and gold produces several times more than silver. What scatters the electrons?

## Answer

The solute's potential differs from that of the copper ion it replaces, even when the total charges agree. Equal valence removes the term \(b(\Delta Z)^2\), but not \(a\). Screening fixes one weighted sum of the scattering phase shifts, whereas resistivity depends on the differences between them.

### What resistivity measures

Take a free-electron host with \(Z\) conduction electrons per atom, atomic density \(n_a\) and Fermi wavenumber \(k\). The solutes are dilute, spherical and independent, and spin-orbit coupling is left out. I use Gaussian units. With \(n=Zn_a\), solute density \(n_i=cn_a\) and Fermi velocity \(\hbar k/m\),

\[
\rho=\frac{m}{ne^2\tau},\qquad \frac1\tau=n_i\frac{\hbar k}{m}\sigma_{\rm tr}
\quad\Rightarrow\quad
\rho=\frac{\hbar k\,c}{Ze^2}\,\sigma_{\rm tr}.
\]

The transport cross-section \(\sigma_{\rm tr}=\int(1-\cos\theta)|f|^2d\Omega\) weights each collision by the forward momentum it removes. Let \(\delta_l\) be the phase shifts at the Fermi energy, measured relative to the pure host, and write

\[
f(\theta)=\frac1k\sum_l(2l+1)A_lP_l(\cos\theta),\qquad
A_l=e^{i\delta_l}\sin\delta_l=\frac{e^{2i\delta_l}-1}{2i}.
\]

Orthogonality of the Legendre polynomials gives the first part of \(\sigma_{\rm tr}\):

\[
\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)|A_l|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\left(|A_l|^2+|A_{l+1}|^2\right).
\]

The last form follows from \(2l+1=(l+1)+l\), after relabelling the part proportional to \(l\). The factor \(\cos\theta\) connects only neighbouring \(l\), through

\[
\int_{-1}^{1}\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)},
\]

so

\[
\int\cos\theta\,|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,{\rm Re}(A_lA_{l+1}^*).
\]

Subtraction leaves \(|A_l-A_{l+1}|^2=\tfrac14|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2=\sin^2(\delta_l-\delta_{l+1})\). Therefore

\[
\boxed{\rho=\frac{4\pi\hbar c}{Ze^2k}\,S,\qquad
S=\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1})}
\]

### What equal valence fixes

Put the solute at the centre of a large sphere of radius \(L\). Its radial levels obey \(kL-l\pi/2+\delta_l=\nu\pi\), with integer \(\nu\). The solute therefore adds \(\delta_l/\pi\) levels below \(k\) in each channel. There are \(2l+1\) orientations and two spins, so the number of displaced electrons is

\[
F=\frac2\pi\sum_l(2l+1)\delta_l .
\]

A metal screens the solute completely at large distance. If the solute also fits its site without pushing the host outward, \(F=\Delta Z\). This is Friedel's sum rule.

For equal valence \(F=0\), but positive and negative phase shifts can cancel in \(F\). They cannot cancel in \(S\), whose terms are squares. For \(S=0\), neighbouring phase shifts must differ by multiples of \(\pi\). Since scattering disappears at large \(l\), every \(\delta_l\) would have to be a multiple of \(\pi\), which means no scattering at the Fermi energy.

The simplest counterexample has only s and p waves. Neutrality requires \(\delta_0+3\delta_1=0\), so \(\delta_1=-\delta_0/3\) and

\[
S=\sin^2\frac{4\delta_0}{3}+2\sin^2\frac{\delta_0}{3}
\approx\frac{16+2}{9}\delta_0^2=2\delta_0^2 .
\]

With \(\delta_0=0.100\) rad, \(S=0.0199\): the solute is neutral and still resistive.

### Where the potential comes from

Model an ion of charge \(Z_j\) by zero potential energy inside a core of radius \(R_j\), and \(-Z_je^2/r\) outside. With a convergence factor at large \(r\), its Fourier transform is

\[
v_j(q)=-\frac{4\pi Z_je^2}{q}\int_{R_j}^{\infty}\sin(qr)\,dr
=-\frac{4\pi Z_je^2}{q^2}\cos(qR_j).
\]

In linear Thomas-Fermi screening, a potential energy \(W\) changes the electron density by \(-NW\), where \(N=mk/(\pi^2\hbar^2)\) is the density of states for both spins. The electrons' own Coulomb energy is then \(-4\pi e^2NW/q^2\). Solving \(W=v-\kappa^2W/q^2\), with \(\kappa^2=4\pi e^2N\), gives \(W=vq^2/(q^2+\kappa^2)\). For a solute \(i\) replacing a host ion \(h\),

\[
W(q)=-4\pi e^2\,\frac{Z_i\cos(qR_i)-Z_h\cos(qR_h)}{q^2+\kappa^2}.
\]

At \(q=0\) this is \(-\Delta Z/N\), which vanishes for equal valence. At small \(q\), equal valence leaves

\[
W(q)\approx\frac{2\pi Ze^2}{\kappa^2}\,(R_i^2-R_h^2)\,q^2 .
\]

Neutrality thus suppresses scattering through small angles, while unequal cores still scatter through large ones.

For weak scattering, the Born approximation gives \(|f|^2=(m/2\pi\hbar^2)^2W^2\). Since \(q^2=2k^2(1-\cos\theta)\) and \(q\,dq=k^2\sin\theta\,d\theta\),

\[
\sigma_{\rm tr}=2\pi\left(\frac{m}{2\pi\hbar^2}\right)^2\int_0^{2k}W^2\,\frac{q^2}{2k^2}\,\frac{q\,dq}{k^2},
\qquad
\rho=\frac{c\,m^2}{4\pi\hbar^3Ze^2k^3}\int_0^{2k}q^3W^2dq .
\]

The factor \(q^3\) gives little weight to the small-angle region that neutrality suppresses.

### A worked example

Take a monovalent host with 85 atoms per nm³, roughly copper's density, and core radius 0.045 nm. Then \(k=13.60\) nm⁻¹, and the prefactor for 1 at.% is 3.795 µΩ cm. Two monovalent model solutes, A and B, have core radii 0.055 and 0.065 nm. These are round parameters and do not represent silver and gold individually.

The Born resistivities are 0.054 and 0.232 µΩ cm per at.%. Angles above 90° supply 83% and 82% of them, compared with 75% for isotropic scattering.

The cores are strong enough to require the full radial equation, solved here for \(l\le5\). Linear screening then gives \(F=0.017\) for A and 0.055 for B, instead of zero (keeping channels up to \(l=12\) moves the second value to 0.056 and the charge-adjusted resistivities below by less than 0.001 µΩ cm per at.%). I restore \(F=0\) by changing the ion charge in the screened potential by \(-0.017e\) and \(-0.054e\). This is a simple stand-in for the missing nonlinear screening, not a change of valence, and the resistivities depend on it. Restoring \(F=0\) with an added potential proportional to \(e^{-(r/0.06\,{\rm nm})^2}\) would give about 0.047 for A and 0.18 µΩ cm per at.% for B, instead of the 0.038 and 0.123 found below.

For A, the first phase shifts are \(-0.0848,\ 0.0139,\ 0.0057,\ 0.0014\) rad. The leading terms are

\[
S\approx\sin^2(0.0987)+2\sin^2(0.0082)+3\sin^2(0.0043)
\approx0.0099 ,
\]

and hence

\[
\rho_A=3.795\times0.00991=0.038\ \mu\Omega\,{\rm cm\ per\ at.\%}
\]

or \(4.2\times10^{-20}\) s per at.% in Gaussian units. For B, \(S=0.03245\) and \(\rho_B=0.123\) µΩ cm per at.%, or \(1.37\times10^{-19}\) s per at.%. Relative to these values, the Born results are too high by about 43% and 89%.

The forward amplitude of A is 0.0006 nm, against 0.0078 nm backward. To first order in the phase shifts, \(f(0)=\pi F/(2k)\), which is zero here. The small remainder comes from higher orders.

### Linde's rule is not an identity

Keep the core radius of A fixed and vary its valence. Then \(W=W_0+\Delta Z\,w\), where \(W_0\) is the equal-valence potential and \(w\) is the screened potential of one extra unit of ion charge. Squaring \(W\) gives

\[
\frac{\rho}{c}=a+g\,\Delta Z+b(\Delta Z)^2 .
\]

In the Born approximation, \(a=0.054\), \(g=-0.211\) and \(b=0.503\) µΩ cm per at.%. The interference term \(g\) is negative because \(W_0\) is repulsive and \(w\) attractive over the whole range \(0<q<2k\). This sign belongs to a core larger than the host's: for a smaller core \(W_0\) is attractive and \(g\) is positive (\(+0.36\) for a core of 0.035 nm). Linde's two-term form leaves it out, so in this model the rule is at best an empirical summary. Setting \(\Delta Z=0\) leaves \(a\), the scattering by unequal cores.

### A solute of the wrong size

An oversized solute pushes the host outward. Far away, in an unbounded isotropic elastic medium, the displacement is \(u=\delta V/(4\pi r^2)\). A volume \(4\pi r^2u=\delta V\) of host therefore leaves through any distant spherical surface, taking ionic charge \(Z_he\,\delta V/\Omega\) with it, where \(\Omega\) is the host's atomic volume. Screening now requires

\[
F=\Delta Z-Z_h\frac{\delta V}{\Omega}.
\]

Equal valence then no longer makes even the Friedel sum vanish. For \(\delta V/\Omega=0.3\), adjusting the ion charge in the central potential to give \(F=-0.3\) raises the resistivity to 0.133 for A and 0.209 µΩ cm per at.% for B. The rise depends strongly on the shape of the adjustment: the Gaussian potential mentioned above would give 0.49 and 0.69. The Friedel sum alone does not fix the resistivity here either. Scattering by the strained neighbours is still missing.

### Silver and gold in real copper

The measured increases are roughly 0.1 µΩ cm per at.% for silver and 0.5 for gold. The model values obtained by adjusting the ion charge, 0.04 to 0.2 µΩ cm per at.% with and without misfit, follow from the core radii, the misfit and the form of adjustment I chose, so they do not predict either measurement. Pure silver and gold have nearly equal atomic volumes, both some 40 to 50% above copper's, so the misfit of 0.3 is a moderate choice. Size alone is therefore a poor explanation of the contrast between them. The model shows how a contrast can arise at fixed misfit: A and B share the same \(F\) but have different cores, and their resistivities differ.

The weakest assumption for real copper is the free-electron host without d shells. As a trial, I changed \(\delta_2\) by \(\pm0.05\) rad and \(\delta_1\) by \(\mp5(0.05)/3\) rad, which leaves \(F=0\). Without misfit, A then gives 0.15 or 0.30 µΩ cm per at.%, and B gives 0.19 or 0.44. The trial size is chosen, not calculated for silver or gold, but it shows that a d-wave difference of this size, together with the p-wave change that keeps the solute neutral, can outweigh the original core effect. The numbers depend on which channel restores neutrality: using \(\delta_0\) instead of \(\delta_1\) gives 0.49 or 0.14 for A and 0.71 or 0.07 for B. That d-shell and relativistic differences make gold the stronger scatterer is a plausible conjecture that this model cannot settle.

Some other corrections are smaller, though scattering by strained neighbours and spin-orbit coupling have not been estimated. A band mass of \(1.3m\) raises the Born values by about 35%, and the neutral radial values by about 26% for A and 20% for B. Thomas-Fermi theory overscreens near \(q=2k\), where most of the weight lies; Lindhard screening raises the Born values by about 27%. At 1 at.%, the mean free paths are about 1700 nm for A and 530 nm for B, so \(k\) times the path exceeds 7000 and treating collisions separately is reasonable. At 300 K the thermal energy is 0.4% of the Fermi energy. Phonons then contribute roughly 1.7 µΩ cm, so 1 at.% of A or B adds about 2% or 7% to that. The remaining values are in the numerical output. Its comparison of counted levels with phase shifts includes only \(l\le3\), so the value of \(F\) printed there for neutral B is \(-0.0057\); adding the channels \(l=4\) and 5 brings the sum over \(l\le5\), the one adjusted here, to zero.

## Computed results

```
host density 85 nm^-3, core radius 0.045 nm
Fermi wavenumber 13.602 nm^-1, Fermi energy 7.049 eV
screening wavenumber 18.091 nm^-1
resistivity per unit transport sum 3.7954 uOhm cm/at.%
neutral s-p case: delta0 0.100, delta1 -0.0333 rad
  transport sum 0.01989, rho 0.0755 uOhm cm/at.%
weak-limit ratio, radial solution to Born: 0.9899
B, ion charge 1.3: F counted 0.3568, from phases 0.3568
B, neutral: F counted -0.0057, from phases -0.0057
host atoms pushed out 0.2982 for misfit 0.30
solute A: core radius 0.055 nm
  Born rho 0.0539 uOhm cm/at.%
  Born share from angles above 90 deg 0.834
  linear screening: F 0.0168 electrons, rho 0.0350 uOhm cm/at.%
  extra ion charge for F = 0: -0.0169 e
  delta_0..3 (rad): -0.0848, 0.0139, 0.0057, 0.0014
  |f| forward 0.00058 nm, backward 0.00778 nm
  transport sum 0.00991
  neutral rho 0.0376 uOhm cm/at.% = 4.185e-20 s/at.%
  rho with misfit 0.30: 0.1328 uOhm cm/at.%
  rho with d-phase change +0.05 rad: 0.1525 uOhm cm/at.%
  rho with d-phase change -0.05 rad: 0.2994 uOhm cm/at.%
  Born rho with band mass 1.3 m: 0.0729 uOhm cm/at.%
  mean free path at 1 at.% 1748.1 nm, k*path 23778
  rho at 1 at.% / phonon rho 0.0221
solute B: core radius 0.065 nm
  Born rho 0.2322 uOhm cm/at.%
  Born share from angles above 90 deg 0.823
  linear screening: F 0.0551 electrons, rho 0.1151 uOhm cm/at.%
  extra ion charge for F = 0: -0.0537 e
  delta_0..3 (rad): -0.1564, 0.0232, 0.0114, 0.0030
  |f| forward 0.00197 nm, backward 0.01353 nm
  transport sum 0.03245
  neutral rho 0.1231 uOhm cm/at.% = 1.370e-19 s/at.%
  rho with misfit 0.30: 0.2088 uOhm cm/at.%
  rho with d-phase change +0.05 rad: 0.1856 uOhm cm/at.%
  rho with d-phase change -0.05 rad: 0.4350 uOhm cm/at.%
  Born rho with band mass 1.3 m: 0.3134 uOhm cm/at.%
  mean free path at 1 at.% 533.9 nm, k*path 7262
  rho at 1 at.% / phonon rho 0.0724
Born coefficients for core A (uOhm cm/at.%):
  a 0.0539, linear -0.2108, quadratic 0.5030
rough phonon resistivity at 300 K 1.7 uOhm cm
thermal energy / Fermi energy at 300 K 0.00367
```
